# A Linear Temperature Gradient Leaves a Free Body Stress-Free

Suppose that the device face of a silicon die is about 4 K hotter than its cooled face. The hot side wants to be larger than the cold side, so it is tempting to put the hot side in compression, the cold side in tension, and to estimate about 1 MPa from the modulus, the expansion coefficient and half the temperature difference. For a die that is free to deform, this estimate is wrong by its whole amount: the stress is zero. The error also misdirects the remedy. Someone who sees the die bow and presses it flat to "relieve" it creates the stress that was feared.

## The counter-example: a free die carrying heat

Take a square die of width $L=10$ mm and thickness $h=0.50$ mm. Put the origin at its centre, with $z$ along the thickness and the hot face at $z=+h/2$. A uniform heat flux $q=100$ W/cm² enters the hot face and leaves through the cold face, held at 350 K. With constant conductivity $k=120$ W/(m K), no heat sources inside and no loss through the sides, the steady gradient is constant:

$$
g=\frac{q}{k}=\frac{10^6\ \text{W/m}^2}{120\ \text{W/(m K)}}=8333\ \text{K/m},\qquad \Delta T=gh=4.167\ \text{K}.
$$

Let $\theta$ be the temperature change from a uniform 300 K, at which the die is free of stress. Then

$$
\theta=a+gz,\qquad a=(350-300)\ \text{K}+\tfrac12\Delta T=52.08\ \text{K}.
$$

The strain has two parts. A small piece of material cut free from its neighbours would expand by $\alpha\theta$ in every direction, without stress. Stress comes from the rest, the elastic strain:

$$
\sigma_{ij}=C_{ijkl}\,(\varepsilon_{kl}-\alpha\theta\,\delta_{kl}),\qquad
\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i). \tag{1}
$$

Here $u$ is the displacement, $C$ the stiffness, and repeated indices are summed. Tension is positive, and strains and rotations are small. Equation (1) changes the question. We need not ask whether different parts expand differently, since they do. We must ask whether the expanded pieces still fit together without being forced.

For this die they do. Consider the displacement

$$
u_x=\alpha(a+gz)x,\qquad u_y=\alpha(a+gz)y,
$$
$$
u_z=\alpha\left[az+\tfrac12gz^2-\tfrac12g(x^2+y^2)\right].
$$

The normal strains are

$$
\partial_xu_x=\alpha(a+gz),\quad \partial_yu_y=\alpha(a+gz),\quad \partial_zu_z=\alpha(a+gz),
$$

all equal to $\alpha\theta$. The shear strains vanish:

$$
\partial_zu_x+\partial_xu_z=\alpha gx-\alpha gx=0,\qquad
\partial_zu_y+\partial_yu_z=\alpha gy-\alpha gy=0,
$$

and $\partial_yu_x+\partial_xu_y=0+0$. The total strain equals the free strain at every point, so (1) gives $\sigma_{ij}=0$. Zero stress satisfies equilibrium without body forces, and it leaves every face free of traction. The problem is solved, edges and corners included.

The term $-\tfrac12\alpha g(x^2+y^2)$ does the work. It bends the die, and the bending gives the hot side its extra length. The mid-plane has $u_z=-\tfrac12\kappa(x^2+y^2)$ with curvature

$$
\kappa=\alpha g.
$$

The centre rises relative to the edges, towards positive $z$, so the hot face is convex. With the rough value $\alpha=3.0$ ppm/K for silicon, $\kappa=3.0\times10^{-6}\times8333=0.025$ m⁻¹, a radius of 40 m. Between the centre and an edge midpoint, at distance $L/2$, the bow is

$$
\frac{\kappa}{2}\left(\frac L2\right)^2=\frac{\kappa L^2}{8}=0.31\ \mu\text{m}.
$$

The hot face is wider than the cold face by $\alpha\Delta T L=0.125$ µm. The gradient thus has real mechanical consequences, but stress is not among them.

## Where the 1 MPa comes from

Now hold the same die flat, with the same temperature field, but let it expand uniformly in its plane. Away from the edges the in-plane stresses are equal, $\sigma_{xx}=\sigma_{yy}=\sigma$, and the free faces give $\sigma_{zz}=0$ in a thin plate. For an isotropic material the elastic in-plane strain is

$$
\frac{\sigma-\nu\sigma}{E}=\frac{\sigma}{M},\qquad M=\frac{E}{1-\nu}.
$$

With $E=130$ GPa and $\nu=0.28$, $M=180.6$ GPa. Flatness makes the total in-plane strain a constant $\varepsilon_0$, so $\sigma=M[\varepsilon_0-\alpha(a+gz)]$. No net in-plane force is applied; integrating over $z$ gives $\varepsilon_0=\alpha a$. Hence

$$
\sigma=-M\alpha gz. \tag{2}
$$

At the hot face this is

$$
-\tfrac12M\alpha\Delta T=-\tfrac12(180.6\times10^9)(3.0\times10^{-6})(4.167)\ \text{Pa}=-1.13\ \text{MPa},
$$

and at the cold face it is $+1.13$ MPa. The estimate in the opening is correct for this other problem. The stress belongs to the moment that suppresses a bow of 0.31 µm. If the edges are also prevented from moving in the plane, then $\varepsilon_0=0$ and $\sigma=-M\alpha\theta$, so even a uniform temperature rise produces stress.

Thickness separates the two cases. At fixed flux, $\kappa=\alpha q/k$ does not depend on $h$, whereas the peak of (2) is $M\alpha qh/(2k)$, proportional to $h$.

## The correct general statement

**Statement.** Let a connected body be stress-free at a uniform reference temperature. Let its expansion coefficient $\alpha\neq0$ be constant, its strains and rotations small, and let no forces or constraints act on it, apart from supports that merely prevent rigid motion. If $\theta=a+g_ix_i$ in Cartesian coordinates, the stress vanishes everywhere, whatever the shape of the body. Conversely, if the stress vanishes everywhere and $\theta$ is twice continuously differentiable, then $\theta$ has this form.

**A displacement that fits.** Define

$$
u_i=\alpha\left[(a+g_kx_k)x_i-\tfrac12g_i\,x_kx_k\right]. \tag{3}
$$

Differentiate with respect to $x_j$, using $\partial_jx_i=\delta_{ij}$ and $\partial_j(x_kx_k)=2x_j$:

$$
\partial_ju_i=\alpha\left[\theta\delta_{ij}+g_jx_i-g_ix_j\right].
$$

The last two terms change sign when $i$ and $j$ are exchanged. They describe a local rotation and cancel in the symmetric strain:

$$
\varepsilon_{ij}=\tfrac12(\partial_ju_i+\partial_iu_j)=\alpha\theta\delta_{ij}.
$$

Therefore $\sigma_{ij}=0$. Because (3) is an explicit function of position, it has one value at each point. Going round a hole brings us back to the same displacement, so holes do no harm.

**No other stress is possible.** Suppose that $u'$ is another equilibrium displacement for the same free body, with stress $\sigma'$. Let $v=u'-u$, with $u$ from (3). The free strain is the strain of $u$, so $\sigma'_{ij}=C_{ijkl}\varepsilon_{kl}(v)$. By the symmetry of $\sigma'$ and the divergence theorem,

$$
\int\varepsilon_{ij}(v)C_{ijkl}\varepsilon_{kl}(v)\,dV
=\int\sigma'_{ij}\,\partial_jv_i\,dV
=\oint\sigma'_{ij}n_jv_i\,dS-\int(\partial_j\sigma'_{ij})v_i\,dV.
$$

The surface term vanishes because the surface is free, and the volume term because there is no body force. The left side is twice an elastic energy, positive unless $\varepsilon(v)=0$. So $\varepsilon(v)=0$ and $\sigma'=0$; the two displacements differ by a rigid motion.

**The converse.** Zero stress and a positive-definite stiffness require $\varepsilon_{ij}=\phi\delta_{ij}$, with $\phi=\alpha\theta$. Thus

$$
\partial_1u_1=\partial_2u_2=\partial_3u_3=\phi,\qquad
\partial_iu_j=-\partial_ju_i\quad(i\ne j).
$$

In the next two displays repeated indices are not summed. For $i\ne j$, changing the order of differentiation gives

$$
\partial_j^2\phi=\partial_j^2\partial_iu_i
=\partial_i\partial_j(\partial_ju_i)
=-\partial_i\partial_j(\partial_iu_j)
=-\partial_i^2(\partial_ju_j)=-\partial_i^2\phi.
$$

So each of the three pure second derivatives is minus each of the others. The first is minus the second and the second is minus the third, so the first equals the third; but it is also minus the third. All three are zero. For the mixed derivatives take $i,j,k$ all different. Then $\partial_i\partial_j\phi=\partial_i\partial_j\partial_ku_k$ can be written in two ways:

$$
\partial_i\partial_k(\partial_ju_k)=-\partial_k^2\partial_iu_j,
\qquad
\partial_j\partial_k(\partial_iu_k)=-\partial_k^2\partial_ju_i.
$$

Adding them gives $2\partial_i\partial_j\phi=-\partial_k^2(\partial_iu_j+\partial_ju_i)=0$. Every second derivative of $\theta$ vanishes, so its gradient is constant throughout the connected body, and $\theta$ is linear. This completes the proof.

**What the material must satisfy.** The modulus entered through its positivity alone. It may be anisotropic and may vary from place to place, because zero elastic strain gives zero stress for any stiffness. The first half of the statement even survives anisotropic expansion, if the expansion tensor $\alpha_{ij}$ is constant. With $p_i=\alpha_{ij}x_j$, take

$$
u_i=\theta p_i-\tfrac12g_i\,x_kp_k,\qquad
\partial_ju_i=\alpha_{ij}\theta+g_jp_i-g_ip_j.
$$

Here $\partial_j(x_kp_k)=2p_j$, because $\alpha_{ij}$ is symmetric. The last two terms again cancel in the strain, leaving $\alpha_{ij}\theta$. Isotropy and a uniform modulus are therefore sufficient conditions that can be relaxed. Uniform expansion matters more: two bonded materials with different $\alpha$ can be stressed by a uniform temperature change.

A numerical minimization of the elastic energy, given the free strain but not (3), tested this on a square frame with a hole and an upright post. The temperature was $0.4+0.7x-0.5y+0.9z$ in scaled units, and the displacement was a general polynomial of degree four. The largest stress, divided by $E$ times the expansion for unit temperature, was $9\times10^{-15}$ for isotropic stiffness. It was $1.2\times10^{-14}$ both for the cubic stiffness of silicon and for an anisotropic expansion tensor. These values are rounding error.

## Temperature fields that do leave stress

**Steady conduction is not enough.** Without heat sources and with constant conductivity, a steady temperature obeys $\nabla^2\theta=0$. The field $x^2-y^2$ does so, yet its second derivatives are not zero, so by the converse it must leave stress. In a free cube with $-1\le x,y,z\le1$ and $\nu=0.28$, energy minimization gives a root-mean-square stress component of about 0.08, in the same units of $E$ times the expansion for unit temperature. For $x^2$ it gives about 0.10. Raising the polynomial degree from five to seven lowered these values by 3 to 4 percent, and higher degrees lower them by only a further 0.2 percent, so the digits given are settled and the stress is plainly not rounding error.

**A curved profile through a plate.** Let the die be heated uniformly in its bulk, with the upper face insulated and the lower face cooled. The temperature is then a parabola with zero slope at the upper face. Keep the face difference $\Delta T$ as before, which requires twice the total heat flow. With $\zeta=z/h$ and $\theta$ counted from the cold face,

$$
\theta=\Delta T\left(\tfrac34+\zeta-\zeta^2\right).
$$

This is $0$ at $\zeta=-\tfrac12$ and $\Delta T$ at $\zeta=+\tfrac12$. Away from the edges of a free thin plate, the total in-plane strain is $\varepsilon_0+\kappa z$, so

$$
\sigma=M(\varepsilon_0+\kappa z-\alpha\theta).
$$

The net force and the net moment must vanish. The odd part of $\alpha\theta$ is $\alpha\Delta T\,\zeta$, already linear, and $\kappa=\alpha\Delta T/h$ removes it. The mean of $\zeta^2$ over the thickness is $\tfrac1{12}$, so zero force gives $\varepsilon_0=\alpha\Delta T(\tfrac34-\tfrac1{12})$. What remains is

$$
\sigma=M\alpha\Delta T\left(\zeta^2-\tfrac1{12}\right). \tag{4}
$$

At the faces $\tfrac14-\tfrac1{12}=\tfrac16$, giving $+0.38$ MPa; at mid-plane $-\tfrac1{12}$ gives $-0.19$ MPa. Both faces are in tension, the hot one included. Bending absorbs the difference between the faces, and the stress measures the departure from a straight line. A three-dimensional minimization for a plate four times as wide as thick gave $0.167$ at the faces and $-0.083$ at mid-plane, at its centre, in agreement with (4) to the digits shown.

**Linear in radius is not linear.** In a thin free disc of radius $b$, let $\theta$ depend on the radius $r$ alone. Radial equilibrium gives $\sigma_t=(r\sigma_r)'$ for the hoop stress, or $\sigma_r-\sigma_t=-r\sigma_r'$. The strains $\varepsilon_r=u'$ and $\varepsilon_t=u/r$ obey $\varepsilon_r-\varepsilon_t=r\varepsilon_t'$. In plane stress,

$$
\varepsilon_r=\frac{\sigma_r-\nu\sigma_t}{E}+\alpha\theta,\qquad
\varepsilon_t=\frac{\sigma_t-\nu\sigma_r}{E}+\alpha\theta.
$$

Insert these, multiply by $E/r$, and use equilibrium on the left:

$$
-(1+\nu)\sigma_r'=\sigma_t'-\nu\sigma_r'+E\alpha\theta'
\quad\Longrightarrow\quad
\sigma_r+\sigma_t=c-E\alpha\theta .
$$

The sum on the left is also $2\sigma_r+r\sigma_r'=(r^2\sigma_r)'/r$. Integrate from the centre, where $r^2\sigma_r=0$, and choose $c$ so that $\sigma_r(b)=0$:

$$
\sigma_r=E\alpha\left[\frac1{b^2}\int_0^b\theta r\,dr-\frac1{r^2}\int_0^r\theta r'\,dr'\right]. \tag{5}
$$

In the last integral $\theta$ is taken at $r'$. For $\theta=\Delta T\,r/b$ the integral up to $r$ is $\Delta T\,r^3/(3b)$, and

$$
\sigma_r=\tfrac13E\alpha\Delta T\left(1-\frac rb\right).
$$

With the same 4.167 K between centre and rim, and with the isotropic constants used above, the centre carries $+0.54$ MPa. The hot rim pulls the cooler centre outwards. In Cartesian coordinates $r=\sqrt{x^2+y^2}$ is a cone, not a plane, and its second derivatives do not vanish.

## The ideal die beside a real one

The material values are rough ones for silicon near 350 K. A flux of 100 W/cm² is a heavy load, though one that belongs to the regime of high-power chips. Silicon is elastically anisotropic, but as a cubic crystal it expands equally in all directions, so its anisotropy does not disturb the zero. Four other idealizations do, by very different amounts.

*Properties that vary with temperature.* Let $k\propto T^{-n}$ with $n=1.3$, and let $\alpha$ rise by $\alpha'=0.006$ ppm/K per kelvin. Constant flux, $(k\theta')'=0$, gives $\theta''=ng^2/T$. The free strain then has second derivative $g^2(\alpha'+\alpha n/T)$. By the argument behind (4), a strain $\tfrac12e''z^2$ leaves a face stress of size $Me''h^2/12$, here about 4.5 kPa. The full profile gives 4.56 kPa, or 0.4 percent of the held-flat value.

*Finite rotation.* A slope $\kappa r$ lengthens a radial line by the second-order strain $\tfrac12\kappa^2r^2$. Repeating the disc calculation with $\theta=0$ and $\varepsilon_r=u'+\tfrac12\kappa^2r^2$ gives $\sigma_r+\sigma_t=c-\tfrac14E\kappa^2r^2$, hence $\sigma_r=E\kappa^2(b^2-r^2)/16$. For $b=5$ mm the centre value is 0.13 kPa; the hoop stress at the rim, $-E\kappa^2b^2/8$, is compressive and twice as large. The zero is a result of small-strain theory, and the correction is a fraction of a kilopascal.

*Uneven heating.* Let a central spot of radius $s=1$ mm be 10 K hotter than the rest of a disc with $b=5$ mm, uniformly through the thickness. For $r<s$ the two terms of (5) give

$$
\sigma_r=-\tfrac12E\alpha(10\ \text{K})\left(1-\frac{s^2}{b^2}\right)=-1.9\ \text{MPa}.
$$

This formula is for a thin disc. Here the spot's radius is only twice the thickness, so the value holds at every depth near the centre, but farther out it describes only the average over the thickness: at $r=s/2$ the radial stress departs from it by about 3 percent, and at $r=3s/4$ it is about $-2.2$ MPa at mid-plane and $-1.2$ MPa at the faces. The formula also treats silicon as isotropic. With its cubic stiffness, in a disc cut parallel to a cube face, the stress at the centre is about 14 percent larger, here $-2.1$ MPa.

*Attachment.* A packaged die is not free. If a rigid copper base, with expansion of roughly 17 ppm/K, held the die flat, imposed its own expansion from 300 K and shared the die's mean rise of 52.08 K, the misfit would give

$$
M(\alpha_{\rm Cu}-\alpha)(52.08\ \text{K})\approx130\ \text{MPa}
$$

of tension in the silicon. Copper at the 350 K of the cold face would give about 5 percent less, and a compliant joint also transmits less. If the assembly is stress-free at a temperature above that of use, the sign reverses. This last assumption moves the answer most: from zero to the order of 100 MPa, while the gradient itself is unchanged. In such a die the misfit with the surroundings comes first. Once the die's mean temperature rise has been counted in that misfit, the 4 K between the faces causes further stress mainly because the attachment keeps the die from taking its free curvature. The bond acts at the cold face rather than at the mid-plane, so a layer that bends with the die also adds a uniform part, about 0.1 MPa for a copper layer 0.1 to 0.5 mm thick. In a die held flat by a thick base the gradient adds the ±1.1 MPa of (2), comparable with the effect of the hot spot above. The numerical output below lists the values used here.

## Numbers as computed

```
ROUGH SILICON DATA AND DIE INPUTS
Young modulus E = 130 GPa; Poisson ratio = 0.28
biaxial modulus M = 180.6 GPa
cubic C11, C12, C44 = 166, 64, 80 GPa
expansion alpha at cold face = 3.0 ppm/K
slope of alpha with temperature = 0.0060 ppm/K^2
conductivity at cold face = 120 W/(m K)
conductivity falls as T to the power -1.3
die width = 10.0 mm; thickness = 0.50 mm
heat flux = 100 W/cm2
reference, cold face = 300, 350 K
FREE DIE, LINEAR TEMPERATURE
gradient = 8.333 K/mm; face difference = 4.167 K
curvature = 0.0250 1/m; radius = 40.0 m
bow, formula = 0.3125 um
bow, energy minimization = 0.3125 um
hot face longer than cold face by 0.1250 um
largest computed free stress = 4.9e-08 Pa (rounding)
SAME FACE DIFFERENCE, OTHER CONDITIONS
held flat: hot face -1.128 MPa
held flat: cold face 1.128 MPa
free, parabolic: faces 0.376 MPa
free, parabolic: mid-plane -0.188 MPa
disc, linear in radius: centre 0.542 MPa
TESTS IN DIMENSIONLESS FORM
frame, isotropic: max stress/(E*free strain) = 9.1e-15
frame, cubic stiffness: max stress/(E*free strain) = 1.2e-14
frame, anisotropic expansion: max stress/(E*free strain) = 1.2e-14
cube, theta=x^2: rms stress/(E*free strain)
  degree 5: 0.10422; degree 7: 0.10017
  shift = -3.89 percent
cube, theta=x^2-y^2: rms stress/(E*free strain)
  degree 5: 0.08441; degree 7: 0.08169
  shift = -3.22 percent
parabolic plate: stress/(M*alpha*dT), face and middle
  formula: 0.16667, -0.08333
  minimization: 0.16661, -0.08338
SIZE OF NEGLECTED EFFECTS IN THE DIE
varying conductivity and alpha: 4.56 kPa
finite rotation, disc estimate: 0.127 kPa
hot spot: radius 1.0 mm, excess 10 K
  disc radius 5.0 mm; stress -1.87 MPa
rough copper expansion = 17 ppm/K
mean die rise above reference = 52.08 K
rigid copper base, upper estimate: 132 MPa
```
